# Fitting the six-valley coupling matrix of a phosphorus donor in silicon

## The situation

The conduction band of silicon has six equivalent minima, called valleys, on the axes $\pm x,\pm y,\pm z$ of reciprocal space. An implanted phosphorus atom that annealing has brought onto a lattice site binds one electron. Its lowest states are described here by six valley states $|v\rangle$, taken as orthonormal, in the order $+x,-x,+y,-y,+z,-z$. Each is a Bloch state of one valley multiplied by a 1s-like envelope centred on the donor. Spin is left out.

Energies are measured from the conduction-band edge, so a binding energy $B$ means a level $E=-B$. The given binding energies are

- 45.6 meV for the level $A_1$,
- 33.9 meV for the level $T_2$,
- 32.6 meV for the level $E$.

The labels are representations of the site group $T_d$, the symmetry group of the tetrahedron formed by the four nearest neighbours. The levels are written $E_A$, $E_T$ and $E_E$. The natural unit is the meV; the fitted parameters are also given in microhartree.

## Part (a): the form of the matrix

**Question.** Find the most general Hermitian coupling matrix $H_{vu}=\langle v|H|u\rangle$ allowed by $T_d$. How many real parameters does it have?

**Model answer.** Place the neighbours in the directions $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. The operations of $T_d$ permute the coordinates and change their signs such that the product $xyz$ is unchanged. There are $3!=6$ permutations and, for each, four choices of three signs with product $+1$. The group therefore has 24 elements.

First the phases of the valley states must be fixed. Four operations leave the direction $+x$ in place: $y$ and $z$ are either kept or exchanged, and their two signs are equal. The lowest conduction-band state on this axis, with its phase referred to the donor site, is unchanged by these four operations, and so is its 1s-like envelope. Hence $|{+x}\rangle$ is invariant under them. Define the other states by $|R(+x)\rangle=R|{+x}\rangle$ for $R$ in $T_d$. Two operations leading to the same valley differ by one of the four that leave $|{+x}\rangle$ unchanged, so the definition is consistent. In this convention $T_d$ permutes the six states without extra phases.

Since $H$ commutes with every $R$,
$$H_{Rv,Ru}=\langle v|R^\dagger HR|u\rangle=H_{vu}.$$
All ordered pairs of valleys that are connected by the group share one matrix element. The number of pairs connected to a given pair is 24 divided by the number of operations that leave that pair in place.

- For $(+x,+x)$ this number is $24/4=6$: all diagonal pairs.
- For $(+x,-x)$ the same four operations leave the pair in place, giving $24/4=6$: all opposite pairs.
- For $(+x,+y)$ both $x$ and $y$ are fixed, and the sign rule then fixes $z$. Only the identity remains, giving $24/1=24$: all perpendicular pairs, of which there are $6\times4$.

These sets contain all 36 ordered pairs. There are thus three elements: $d$ on the diagonal, $g$ between opposite valleys and $f$ between perpendicular valleys. Each set contains $(u,v)$ whenever it contains $(v,u)$, so $H_{uv}=H_{vu}$. Hermiticity requires $H_{uv}=H_{vu}^*$, and therefore all three elements are real.

The signs of $g$ and $f$ belong to this phase convention. Reversing the sign of one valley state would reverse its couplings in the matrix without changing any level.

## Part (b): the levels

**Question.** Find the eigenvalues of $H$ in terms of $d,g,f$, with their degeneracies and symmetry labels.

**Model answer.** For a state $\sum_v c_v|v\rangle$, the $+x$ component of $Hc$ is
$$(Hc)_{+x}=d\,c_{+x}+g\,c_{-x}+f\,(c_{+y}+c_{-y}+c_{+z}+c_{-z}).$$
The other components follow by relabelling. Three kinds of vector are needed.

*All components equal.* One opposite and four perpendicular valleys contribute, so
$$E_A=d+g+4f .$$
This single vector, $a=(1,1,1,1,1,1)/\sqrt6$, is unchanged by every permutation. It is $A_1$.

*Odd on one axis.* Take $o_x=(1,-1,0,0,0,0)/\sqrt2$. In the rows $\pm x$ the opposite valley contributes with reversed sign. In the other rows the two contributions $f$ and $-f$ cancel. Thus
$$E_T=d-g .$$
The three vectors $o_x,o_y,o_z$ transform as the coordinates $x,y,z$, which form $T_2$ in this group.

*Even on each axis, with zero sum.* Let $c_{+j}=c_{-j}=s_j$ with $s_x+s_y+s_z=0$. In the row $+x$,
$$ds_x+gs_x+2f(s_y+s_z)=(d+g-2f)s_x,$$
because $s_y+s_z=-s_x$. Hence
$$E_E=d+g-2f .$$
Two independent vectors satisfy the condition. They transform as combinations of $x^2,y^2,z^2$ with zero coefficient sum, which form $E$.

The degeneracies are $1+3+2=6$, so the list is complete.

## Part (c): the fit

**Question.** Solve for $d,g,f$ and insert the given energies. If each binding energy is uncertain by at most $h=0.05$ meV, half a unit of its last digit, how uncertain are the parameters?

**Model answer.** Subtracting $E_E$ from $E_A$ removes $d+g$:
$$E_A-E_E=6f,\qquad f=\frac{E_A-E_E}{6}.$$
The combination $E_A+2E_E$ removes $f$:
$$E_A+2E_E=3(d+g)+4f-4f,\qquad d+g=\frac{E_A+2E_E}{3}.$$
Together with $d-g=E_T$, half the sum and half the difference give
$$d=\frac{E_A+3E_T+2E_E}{6},\qquad g=\frac{E_A-3E_T+2E_E}{6}.$$
The solution is unique for the given assignment. The diagonal element is the mean level weighted by degeneracy, as it must be, since the trace of $H$ is $6d$.

With the levels $-45.6$, $-33.9$ and $-32.6$ meV,
$$f=\frac{-45.6+32.6}{6}=\frac{-13.0}{6}=-2.167\ \text{meV},$$
$$d+g=\frac{-45.6-65.2}{3}=-36.933\ \text{meV},$$
$$d=\frac{-36.933-33.9}{2}=-35.417\ \text{meV},$$
$$g=\frac{-36.933+33.9}{2}=-1.517\ \text{meV}.$$

The greatest error is found by adding the magnitudes of the coefficients. It is $(1+3+2)h/6=h$ for both $d$ and $g$, and $(1+1)h/6=h/3$ for $f$. To the digits that the inputs support:

- $d=-35.42$ meV, or $-1302$ microhartree, with error at most 0.05 meV before the final rounding;
- $g=-1.52$ meV, or $-56$ microhartree, with error at most 0.05 meV before the final rounding;
- $f=-2.17$ meV, or $-80$ microhartree, with error at most 0.017 meV before the final rounding.

The bound is about 3% of $|g|$ but below 1% of $|f|$. The relative error of $g$ is greater because its bound is three times that of $f$ and $|g|$ is also the smaller of the two.

## Part (d): what the fit says

**Question.** Explain the order of the levels in terms of the couplings. Compare the fit with a perturbation acting only at the donor nucleus. Does the exact agreement confirm the model?

**Model answer.** Both couplings are negative, so equal signs in all valleys lower the energy. Relative to $d$, the $A_1$ level is lowered by
$$g+4f=-1.52-8.67=-10.18\ \text{meV}$$
(the sum is taken before rounding). Most of the lowering comes from the perpendicular valleys, partly because there are four of them and only one opposite valley.

The order of the upper levels follows from
$$E_T-E_E=(d-g)-(d+g-2f)=2(f-g).$$
The given difference is $-1.3$ meV, so $f-g=-0.65$ meV. Since both are negative, $|f|>|g|$. The error of $f-g=(E_T-E_E)/2$ is at most $h=0.05$ meV, so rounding cannot reverse this conclusion.

Now consider a perturbation $U\delta(\mathbf r)$ at the nucleus, added to a common valley energy $d_0$. Operations of $T_d$ leave the nucleus in place, so all six valley states have the same amplitude $\phi$ there. The perturbation adds the same number $q=U|\phi|^2$ to every matrix element, diagonal or not. Then $d=d_0+q$ and $g=f=q$, and part (b) gives
$$E_A=d_0+6q,\qquad E_T=E_E=d_0.$$
The states $T_2$ and $E$ do not feel the perturbation, because their valley amplitudes add to zero at the nucleus. For an attractive perturbation, $q<0$, this limit explains a low $A_1$ level but not the separation of $T_2$ and $E$. The 1.3 meV between them shows that one contact term is insufficient within the six-state description.

The agreement confirms nothing by itself: three energies have fixed three parameters. A test needs further data, such as the response to strain. Nor do the energies divide $d$ into its parts. It contains the effective-mass binding energy and the shift that the donor's central cell causes within one valley. Adding a constant to one part and subtracting it from the other leaves every level unchanged.

The matrix is an effective one. The real $A_1$, $T_2$ and $E$ states may have different envelopes, which the three energies do not reveal. If a nearby implantation defect lowers the site symmetry, the three-parameter form itself no longer has to hold.

## Part (e): is the assignment determined?

**Question.** Repeat the fit with the $T_2$ and $E$ energies exchanged. Then show how a small strain along $z$ can identify the levels. Relative to the mean of the six valley edges, it shifts the $x$ and $y$ valleys by $-w$ and the $z$ valleys by $+2w$.

**Model answer.** With $E_T=-32.6$ meV and $E_E=-33.9$ meV,
$$f=\frac{-45.6+33.9}{6}=-1.95\ \text{meV},\qquad d+g=\frac{-45.6-67.8}{3}=-37.8\ \text{meV},$$
$$d=\frac{-37.8-32.6}{2}=-35.2\ \text{meV},\qquad g=\frac{-37.8+32.6}{2}=-2.6\ \text{meV}.$$
The same three energies are reproduced, but now the level at $-33.9$ meV is twofold and the one at $-32.6$ meV is threefold. The opposite-valley coupling has become the stronger one. The formulas of part (c) accept any three levels, so energies without degeneracies cannot select an assignment.

The strain adds $W=\mathrm{diag}(-w,-w,-w,-w,2w,2w)$. A common shift of all six valleys is left out, since it moves every level equally. Both valleys on one axis shift equally, so each $o_j$ is an eigenvector of $W$ as well as of $H$. The $T_2$ level acquires the shifts
$$-w,\quad -w,\quad +2w .$$
For the $E$ level choose
$$\varepsilon=\tfrac12(1,1,-1,-1,0,0),\qquad \theta=\tfrac1{\sqrt{12}}(-1,-1,-1,-1,2,2).$$
The vector $\varepsilon$ has no $z$ component, so $W\varepsilon=-w\varepsilon$. It is therefore not coupled to $\theta$. The mean shift in $\theta$ is
$$\langle\theta|W|\theta\rangle=\frac{4(-w)+2\cdot4\cdot2w}{12}=+w .$$
To first order the $E$ level splits into two states with shifts $-w$ and $+w$.

Thus $T_2$ gives a pair and a single state separated by $3w$, while $E$ gives two single states separated by $2w$. With the original assignment and $w>0$, the upper $T_2$ state meets the lower $E$ state when $-33.9+2w=-32.6-w$ in meV, at $w=1.3/3\approx0.43$ meV. The pattern is easiest to read well below this value.

## Part (f): the donor qubit under strain

**Question.** Keep $d,g,f$ fixed and let $w$ have any size. Find the ground energy and the ratio of strained to unstrained contact hyperfine coupling. State the assumptions, examine the limits, and evaluate the result for the model value $w=1$ meV.

**Model answer.** *The relevant states.* The vectors $o_x,o_y,o_z,\varepsilon$ remain eigenvectors of $H+W$, but none is the ground state. To see this, take a real vector with components of both signs and replace each component by its magnitude. The diagonal energy is unchanged. Every off-diagonal element of the fitted matrix is negative, so the products of components with opposite signs now lower the energy instead of raising it. A ground vector therefore has components of one sign, apart from possible zeros. The four listed vectors have both signs, so the ground state is orthogonal to them and lies in the space of $a$ and $\theta$.

*The two-state problem.* Direct multiplication gives
$$Wa=\sqrt2\,w\,\theta,\qquad W\theta=\sqrt2\,w\,a+w\,\theta .$$
With $D=E_E-E_A=-6f=13.0$ meV, the matrix relative to $E_A$ is
$$\begin{pmatrix}0&\sqrt2\,w\\ \sqrt2\,w&D+w\end{pmatrix}.$$
Its eigenvalues satisfy $\lambda^2-(D+w)\lambda-2w^2=0$, so
$$\lambda_\pm=\tfrac12\left[D+w\pm R\right],\qquad R=\sqrt{(D+w)^2+8w^2}.$$
The ground energy is $E_A+\lambda_-$.

Write the ground vector as $\alpha a+\beta\theta$. The first row gives $\beta/\alpha=\lambda_-/(\sqrt2\,w)$ for $w\ne0$. The weight of $A_1$ is then
$$p=\alpha^2=\frac{1}{1+\lambda_-^2/(2w^2)}=\frac{2w^2}{2w^2+\lambda_-^2}.$$
The product of the eigenvalues is $\lambda_+\lambda_-=-2w^2$. Substituting for $2w^2$ and cancelling $-\lambda_-$,
$$p=\frac{\lambda_+}{\lambda_+-\lambda_-}=\frac12\left[1+\frac{D+w}{R}\right].$$

*The hyperfine ratio.* The contact coupling is proportional to the electron density at the nucleus, $|\phi\sum_vc_v|^2$. Assume that the $A_1$ and $E$ states share the same envelopes, and that strain changes the $c_v$ but leaves the common amplitude $\phi$ unchanged. The components of $\theta$ add to zero and those of $a$ add to $\sqrt6$, so the density is $6p|\phi|^2$. Without strain it is $6|\phi|^2$, and the ratio is $p$.

*Limits.* For $|w|\ll D$, expanding the inverse square root gives
$$p\simeq1-\frac{2w^2}{(D+w)^2}\simeq1-\frac{2w^2}{D^2}.$$
There is no linear term, so in this model a small valley shift of either sign reduces the coupling. In a real donor, the volume change that usually accompanies strain also alters $\phi$. This adds a term linear in the strain, which can exceed the quadratic one when the strain is small. For $w\to+\infty$, $(D+w)/R\to1/3$ and $p\to2/3$: the electron occupies four valleys equally. For $w\to-\infty$, the fraction tends to $-1/3$ and $p\to1/3$: two valleys remain. These limits belong to the fixed-parameter model; strong strain may also alter the envelopes and couplings.

*Numbers.* For $w=1$ meV, $D+w=14$ meV and $R=\sqrt{196+8}=14.283$ meV. Hence
$$\lambda_-=\frac{14-14.283}{2}=-0.141\ \text{meV},\qquad p=\frac12\left[1+\frac{14}{14.283}\right]=0.990 .$$
Measured from the mean of the six valley edges, the ground level moves to $-45.74$ meV. With $\phi$ held fixed, the hyperfine coupling falls by about 1.0% of its unstrained value. This is the valley contribution alone. For strain components $u_{xx}=u_{yy}$ and $u_{zz}$, $w=\Xi_u(u_{zz}-u_{xx})/3$, and with a shear deformation potential $\Xi_u$ near 9 eV the value $w=1$ meV means a strain difference of about $3\times10^{-4}$. At such strains the linear volume term can be of comparable size and of either sign, so the 1.0% is not a prediction of the total change in a real donor. The populations change much more: each $x$ or $y$ valley holds 0.189 and each $z$ valley 0.122, instead of $1/6$. Population differences are of first order in the small admixture $\beta$, whereas the loss of $A_1$ weight is $\beta^2$.

The small-$w$ formula gives $p=0.988$. It overestimates the reduction $1-p$ by about 20%, mainly because it replaces $D+w=14$ meV by $D=13$ meV, which alone contributes a factor $(14/13)^2\approx1.16$. The numerical output also gives the result of diagonalizing the full six-valley matrix.

## Computed results

```
Pair orbit sizes under Td: [6, 6, 24]
Given binding energy A1: 45.6 meV, degeneracy 1
Given binding energy T2: 33.9 meV, degeneracy 3
Given binding energy E: 32.6 meV, degeneracy 2
d = -35.4167 meV = -1301.5 microhartree; rounding bound 0.0500 meV
g = -1.5167 meV = -55.7 microhartree; rounding bound 0.0500 meV
f = -2.1667 meV = -79.6 microhartree; rounding bound 0.0167 meV
d + g = -36.9333 meV
Half last digit of inputs: 0.05 meV
Eigenvalues of fitted matrix (meV): [-45.6 -33.9 -33.9 -33.9 -32.6 -32.6]
ET - EE = -1.3000 meV
f - g = -0.6500 meV
Gap D = EE - EA = 13.0000 meV
Exchanged assignment d, g, f (meV): [-35.2   -2.6   -1.95]
Exchanged assignment levels (meV): [-45.6 -33.9 -33.9 -32.6 -32.6 -32.6]
Strain slopes of T2 levels: [-1. -1.  2.]
Strain slopes of E levels: [-1.  1.]
Example strain parameter w = 1.0 meV
Strained ground energy = -45.7414 meV
Shift of ground energy = -0.1414 meV
Population of each x or y valley = 0.1892
Population of each z valley = 0.1216
A1 weight = hyperfine ratio p = 0.99010
Small-w estimate of p = 0.98817
```
